# Inelastic cotunnelling through a blockaded metal nanocrystal and its cubic current law: a numerical check

```python
"""
Inelastic cotunnelling through a blockaded metallic nanocrystal at T = 0.
Result under test (small bias V, continuous island spectrum):
    I = hbar/(12 pi R1 R2) * (1/E1 + 1/E2)**2 * V**3
R1, R2: tunnel resistances; E1: cost of adding an electron from the left lead;
E2: cost of removing one to the right lead (both at zero bias).
s: share of the bias that lowers E1; 1-s is the share that lowers E2.
Energies are in eV and bias in V in the example; tests use e = hbar = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

e, hbar, h = const.e, const.hbar, const.h
kB = const.k / e                       # eV/K
HBAR_E2 = hbar / e**2                  # ohm


def cubic_current(v, E1, E2, R1, R2, unit=1.0):
    return unit / (12*np.pi*R1*R2) * (1/E1 + 1/E2)**2 * v**3


def full_current(v, E1, E2, s, R1, R2, unit=1.0):
    """Finite-bias golden-rule current; the bias stays in the denominators."""
    def integrand(y):
        x = v*y
        d1 = E1 - s*v + x
        d2 = E2 - (1-s)*v + v - x
        return y*(1-y)*(1/d1 + 1/d2)**2
    return unit*v**3/(2*np.pi*R1*R2)*quad(integrand, 0, 1, epsabs=0, epsrel=1e-11)[0]


def elastic_current(v, E1, E2, spacing, R1, R2, unit=1.0):
    return unit*spacing/(4*np.pi*R1*R2)*(1/E1 + 1/E2)*v


# ---- Test: electrostatic costs from the work done against the potential ----
C1, C2, q, v = 0.7, 1.1, 0.13, 0.2
C = C1 + C2


def island_potential(n):               # left lead at -v, right lead at 0
    return (-(n-q) - C1*v)/C


work_add = quad(lambda n: -(island_potential(n) + v), 0, 1)[0]
work_remove = quad(lambda m: island_potential(-m), 0, 1)[0]
Ec, s = 1/(2*C), 1 - C1/C
assert abs(work_add - (Ec*(1-2*q) - s*v)) < 1e-10
assert abs(work_remove - (Ec*(1+2*q) - (1-s)*v)) < 1e-10

# ---- Test: amplitude and relative sign by exact diagonalization ----
# Orbitals: left lead, empty island level, filled island level, right lead.
Z, A, ID = np.diag([1., -1.]), np.array([[0., 1.], [0., 0.]]), np.eye(2)


def annihilator(j):
    out = np.eye(1)
    for i in range(4):
        out = np.kron(out, Z if i < j else A if i == j else ID)
    return out


c = [annihilator(j) for j in range(4)]
num = [op.T @ op for op in c]
Ec, q, s, bias, t = 1.0, 0.1, 0.6, 0.4, 1e-3
exc = np.array([0.05, 0.12, 0.08, 0.15])      # sums to the bias
shift = (1-s)*bias
orbital = [bias-exc[0], shift+exc[1], shift-exc[2], exc[3]]
charge = num[1] + num[2] - (1+q)*np.eye(16)
H = sum(en*n_op for en, n_op in zip(orbital, num)) + Ec*charge @ charge
hop = t*(c[1].T @ c[0] + c[3].T @ c[2])
H = H + hop + hop.T
vacuum = np.zeros(16)
vacuum[0] = 1
initial = c[0].T @ c[2].T @ vacuum
sector = np.flatnonzero(np.isclose(np.diag(sum(num)), 2))
vals, vecs = np.linalg.eigh(H[np.ix_(sector, sector)])
pair = np.argsort((initial[sector] @ vecs)**2)[-2:]
splitting = abs(vals[pair[0]] - vals[pair[1]])
D1 = Ec*(1-2*q) - s*bias + exc[0] + exc[1]
D2 = Ec*(1+2*q) - (1-s)*bias + exc[2] + exc[3]
assert abs(splitting/(2*t*t*(1/D1 + 1/D2)) - 1) < 1e-3

# ---- Test: rate, spin count and exponent by explicit sums over levels ----


def junction_resistance(M, d, t):
    n = np.arange(M)
    pairs = np.sum(n[:, None] + n[None, :] == M-1)
    return M*d/(2*np.pi*t*t*2*pairs/d)        # 2 = conserved spin


def summed_current(M, d, E1, E2, s, t1, t2):
    n = np.arange(M)
    n1, n2, n3 = np.meshgrid(n, n, n, indexing="ij")
    n4 = M - 2 - n1 - n2 - n3
    ok = n4 >= 0
    d1 = E1 - s*M*d + (n1+n2+1)[ok]*d
    d2 = E2 - (1-s)*M*d + (n3+n4+1)[ok]*d
    total = np.sum((t1*t2*(1/d1 + 1/d2))**2)
    return 2*np.pi/d*4*total                  # 4 = two independent spins


M, d, t1, t2 = 60, 0.01, 1e-4, 2e-4
R1, R2 = junction_resistance(M, d, t1), junction_resistance(M, d, t2)
direct_sum = summed_current(M, d, 1.0, 1.4, 0.6, t1, t2)
assert abs(direct_sum/full_current(M*d, 1.0, 1.4, 0.6, R1, R2) - 1) < 3e-3
small = summed_current(M, d, 500., 700., 0.6, t1, t2)
assert abs(small/cubic_current(M*d, 500., 700., R1, R2) - 1) < 3e-3
half = summed_current(M//2, d, 500., 700., 0.6, t1, t2)
sum_exponent = np.log2(small/half)
assert abs(sum_exponent - 3) < 5e-3


# ---- Test: leading finite-bias corrections ----
def second_order(v, E1, E2):
    return v*v/20*(3/E1**2 + 3/E2**2 - 4/(E1*E2))


r = full_current(.05, 1, 1.5, .5, 1, 1)/cubic_current(.05, 1, 1.5, 1, 1) - 1
assert abs(r/second_order(.05, 1, 1.5) - 1) < 0.02
r = full_current(1e-3, 1, 1.5, .7, 1, 1)/cubic_current(1e-3, 1, 1.5, 1, 1) - 1
assert abs(r/((1-1.4)*(1/1.5 - 1)*1e-3) - 1) < 0.02

# ---- Test: elastic current from random level amplitudes ----
rng = np.random.default_rng(4)
E1, E2, gap, lead_density = 1.0, 1.4, 0.1, 50.0
level = (np.arange(1000) + 0.5)*gap
weight = np.concatenate([1/(E1+level), -1/(E2+level)])
squares = []
for _ in range(8):
    a = rng.standard_normal((1000, weight.size))
    b = rng.standard_normal((1000, weight.size))
    squares.append(np.mean(((a*b) @ weight)**2))
g_junction = 2*2*np.pi*lead_density/gap
elastic_sum = 2*2*np.pi*lead_density**2*np.mean(squares)
elastic_law = elastic_current(1.0, E1, E2, gap, 1/g_junction, 1/g_junction)
# sampling error is about 2 percent, the level cutoff about 1 percent
assert abs(elastic_sum/elastic_law - 1) < 0.09


# ---- Test: thermal factor with frozen denominators, kT = 1 ----
def pair_density(x):
    return 1.0 if abs(x) < 1e-12 else x/(-np.expm1(-x))


v = 3.0
net = quad(lambda x: pair_density(x)*(pair_density(v-x) - pair_density(-v-x)),
           -45, 45, points=[-v, 0, v], limit=300)[0]
assert abs(net/(v*(v*v + 4*np.pi**2)/6) - 1) < 1e-6


# ---- Capacitance of a sphere midway between two grounded planes ----
def capacitance_ratio(a, half_gap):
    """Capacitance over that of the isolated sphere, by charges and images."""
    src = np.linspace(-0.9*a, 0.9*a, 19)
    th = np.linspace(0, np.pi, 121)
    m = np.arange(-200, 201)
    sign = np.where(m % 2 == 0, 1.0, -1.0)
    w = sign.copy()
    w[[0, -1]] *= 0.5
    z = 2*half_gap*m[None, :] + sign[None, :]*src[:, None]
    dist = np.sqrt((a*np.sin(th))[:, None, None]**2
                   + ((a*np.cos(th))[:, None, None] - z[None])**2)
    pot = np.sum(w/dist, axis=2)
    charges = np.linalg.lstsq(pot, np.ones(th.size), rcond=None)[0]
    assert np.max(abs(pot @ charges - 1)) < 1e-3
    return charges.sum()/a


assert abs(capacitance_ratio(2.5, 250.) - 1 - np.log(2)*0.01) < 2e-4


# ---- Single-hop thermal current from the charge master equation ----
def sequential_current(v, T, Ec, q, s, R):
    kT = kB*T
    N = 40

    def rate(cost):                           # hops per second
        u = min(cost/kT, 600.0)
        return kT/(e*R) if abs(u) < 1e-12 else cost/(e*R)/np.expm1(u)

    def left_in(n):
        return rate(Ec*(2*(n-q)+1) - s*v)

    def left_out(n):
        return rate(-Ec*(2*(n-q)-1) + s*v)

    def right_in(n):
        return rate(Ec*(2*(n-q)+1) + (1-s)*v)

    def right_out(n):
        return rate(-Ec*(2*(n-q)-1) - (1-s)*v)

    p = {0: 1.0}
    for n in range(N):
        p[n+1] = p[n]*(left_in(n)+right_in(n))/(left_out(n+1)+right_out(n+1))
        p[-n-1] = p[-n]*(left_out(-n)+right_out(-n))/(left_in(-n-1)+right_in(-n-1))
    norm = sum(p.values())
    return e*sum(p[n]*(left_in(n)-left_out(n)) for n in p)/norm


# hot limit: two ohmic resistors in series, up to a correction of order Ec/kT
assert abs(sequential_current(.01, 1e4, .03, .1, .5, 1e9)/(.01/2e9) - 1) < 0.02

# ---- Worked example: Rh nanocrystal in SiO2 between metal electrodes ----
diameter, oxide, eps_r = 5.0, 0.8, 3.9        # nm, nm, rough permittivity
dos = 50.0                                    # rough, per eV nm^3 and spin
R, q, V, pitch = 1e9, 0.1, 0.010, 10.0        # ohm, e, V, nm
barrier, mass = 4.0, 0.4                      # rough: eV, electron masses
a = diameter/2
C_free = 4*np.pi*const.epsilon_0*eps_r*a*1e-9
ratio = capacitance_ratio(a, a+oxide)
C = ratio*C_free
Ec, s = e/(2*C), 0.5
E1, E2 = Ec*(1-2*q), Ec*(1+2*q)
threshold = min(E1/s, E2/(1-s))
assert V < threshold
spacing = 1/(dos*4/3*np.pi*a**3)
I3 = cubic_current(V, E1, E2, R, R, HBAR_E2)
crossover = np.sqrt(3*spacing*E1*E2/(E1+E2))
assert abs(cubic_current(crossover, E1, E2, R, R)
           / elastic_current(crossover, E1, E2, spacing, R, R) - 1) < 1e-10


def sheet_conductance(L, phi):
    """Tunnel conductance in S/nm^2, summed over transverse momentum."""
    k0 = np.sqrt(2*mass*const.m_e*phi*e)/hbar*1e-9
    f = quad(lambda k: k/(2*np.pi)*np.exp(-2*L*(np.hypot(k0, k)-k0)),
             0, 5*k0, epsabs=0, epsrel=1e-8)[0]
    return 2*e*e/h*f*np.exp(-2*k0*L)


def dot_conductance(phi):
    return quad(lambda r: 2*np.pi*r*sheet_conductance(
        oxide + a - np.sqrt(a*a-r*r), phi), 0, a, epsabs=0, epsrel=1e-6)[0]


G_dot = dot_conductance(barrier)
barrier_change = dot_conductance(barrier-V)/G_dot - 1
I_past = sheet_conductance(diameter+2*oxide, barrier)*pitch**2*V


def thermal_cotunnel(T):
    return I3*(1 + (2*np.pi*kB*T/V)**2)


T_equal = brentq(lambda T: np.log(sequential_current(V, T, Ec, q, s, R)
                                  / thermal_cotunnel(T)), 5, 100)

print(f"test: exponent from explicit level sums = {sum_exponent:.4f}")
print(f"test: elastic random sum / formula = {elastic_sum/elastic_law:.3f}")
print(f"crystal diameter = {diameter:.1f} nm, oxide each side = {oxide:.1f} nm")
print(f"relative permittivity (rough) = {eps_r:.1f}")
print(f"Rh density of states (rough) = {dos:.0f} /(eV nm^3 spin)")
print(f"junction resistance, each = {R/1e9:.1f} Gohm")
print(f"offset charge = {q:.1f} e, bias = {V*1e3:.0f} mV, share s = {s:.1f}")
print(f"isolated-sphere capacitance = {C_free*1e18:.3f} aF")
print(f"capacitance ratio with electrodes = {ratio:.3f}")
print(f"total capacitance = {C*1e18:.3f} aF")
print(f"charging energy Ec = {Ec*1e3:.2f} meV")
print(f"E1 = {E1*1e3:.2f} meV, E2 = {E2*1e3:.2f} meV")
print(f"blockade threshold = {threshold*1e3:.1f} mV")
print(f"1/E1 + 1/E2 = {1/E1+1/E2:.2f} 1/eV")
print(f"cubic-law current = {I3:.3e} A")
print(f"electron transfer rate = {I3/e:.3f} 1/s")
print(f"array pitch = {pitch:.0f} nm, density = {1e14/pitch**2:.1e} 1/cm^2")
print(f"array current density = {I3*1e14/pitch**2*1e6:.3f} uA/cm^2")
for v in (0.005, 0.010, 0.020):
    full = full_current(v, E1, E2, s, R, R, HBAR_E2)
    el = elastic_current(v, E1, E2, spacing, R, R, HBAR_E2)
    up = full_current(v*1.001, E1, E2, s, R, R, HBAR_E2)
    dn = full_current(v/1.001, E1, E2, s, R, R, HBAR_E2)
    slope = np.log(up/dn)/(2*np.log(1.001))
    cub = cubic_current(v, E1, E2, R, R, HBAR_E2)
    print(f"V = {v*1e3:.0f} mV: cubic {cub:.3e} A, full {full:.3e} A")
    print(f"  elastic {el:.3e} A, full/cubic {full/cub:.4f}")
    print(f"  exponent: inelastic {slope:.3f}, with elastic "
          f"{(slope*full+el)/(full+el):.3f}")
print(f"second-order bias correction at 10 mV = {second_order(V, E1, E2):.4f}")
print(f"level spacing per spin = {spacing*1e3:.3f} meV")
print(f"eV / level spacing = {V/spacing:.1f}")
print(f"elastic-inelastic crossover bias = {crossover*1e3:.2f} mV")
print(f"h/(e^2 R) = {h/e**2/R:.2e}")
print(f"barrier (rough) = {barrier:.1f} eV, mass (rough) = {mass:.1f} m_e")
print(f"junction resistance from barrier model = {1/G_dot/1e9:.2f} Gohm")
print(f"conductance change for 10 meV = {barrier_change*100:.2f} percent")
print(f"direct current past crystal, per cell = {I_past:.1e} A")
print(f"mean oxide field from bias = {V/(2*oxide)*10:.3f} MV/cm")
print(f"4.2 K: thermal cotunnelling factor = {thermal_cotunnel(4.2)/I3:.4f}")
print(f"4.2 K: single-hop current = {sequential_current(V,4.2,Ec,q,s,R):.1e} A")
I_room = sequential_current(V, 300, Ec, q, s, R)
print(f"300 K: kT = {kB*300*1e3:.2f} meV, single-hop current = {I_room:.3e} A")
print(f"300 K single-hop / T=0 cubic current = {I_room/I3:.2e}")
print(f"temperature where single hops equal cotunnelling = {T_equal:.1f} K")
print("all assertions hold")
```

Running it gives:

```
test: exponent from explicit level sums = 3.0013
test: elastic random sum / formula = 0.974
crystal diameter = 5.0 nm, oxide each side = 0.8 nm
relative permittivity (rough) = 3.9
Rh density of states (rough) = 50 /(eV nm^3 spin)
junction resistance, each = 1.0 Gohm
offset charge = 0.1 e, bias = 10 mV, share s = 0.5
isolated-sphere capacitance = 1.085 aF
capacitance ratio with electrodes = 2.155
total capacitance = 2.338 aF
charging energy Ec = 34.26 meV
E1 = 27.41 meV, E2 = 41.11 meV
blockade threshold = 54.8 mV
1/E1 + 1/E2 = 60.81 1/eV
cubic-law current = 4.030e-19 A
electron transfer rate = 2.515 1/s
array pitch = 10 nm, density = 1.0e+12 1/cm^2
array current density = 0.403 uA/cm^2
V = 5 mV: cubic 5.037e-20 A, full 5.051e-20 A
  elastic 3.037e-20 A, full/cubic 1.0028
  exponent: inelastic 3.006, with elastic 2.252
V = 10 mV: cubic 4.030e-19 A, full 4.075e-19 A
  elastic 6.075e-20 A, full/cubic 1.0113
  exponent: inelastic 3.023, with elastic 2.760
V = 20 mV: cubic 3.224e-18 A, full 3.379e-18 A
  elastic 1.215e-19 A, full/cubic 1.0482
  exponent: inelastic 3.100, with elastic 3.027
second-order bias correction at 10 mV = 0.0111
level spacing per spin = 0.306 meV
eV / level spacing = 32.7
elastic-inelastic crossover bias = 3.88 mV
h/(e^2 R) = 2.58e-05
barrier (rough) = 4.0 eV, mass (rough) = 0.4 m_e
junction resistance from barrier model = 0.54 Gohm
conductance change for 10 meV = 1.30 percent
direct current past crystal, per cell = 4.3e-43 A
mean oxide field from bias = 0.062 MV/cm
4.2 K: thermal cotunnelling factor = 1.0517
4.2 K: single-hop current = 1.7e-38 A
300 K: kT = 25.85 meV, single-hop current = 3.249e-12 A
300 K single-hop / T=0 cubic current = 8.06e+06
temperature where single hops equal cotunnelling = 15.5 K
all assertions hold
```
